# Young's Modulus of Silicon along [100], [110] and [111]

## Question

Silicon is a cubic crystal. Take its elastic stiffnesses as $C_{11}=165.7$ GPa, $C_{12}=63.9$ GPa and $C_{44}=79.6$ GPa. A slender single-crystal bar is pulled along its axis by a stress $\sigma$, and its sides are free. The unit vector $\mathbf n=(n_1,n_2,n_3)$ gives the direction of the axis in the cube axes of the crystal. Strains are small and the response is linear.

**(a)** Write Hooke's law in the cube axes. Show that it separates into three independent parts, and find the conditions for stability.

**(b)** Find Young's modulus $E(\mathbf n)$ for an arbitrary direction.

**(c)** Evaluate it along [100], [110] and [111], and give closed forms in terms of the stiffnesses.

**(d)** In which directions is $E$ least and greatest? What would change the order?

**(e)** Along which directions does the bar stretch without shearing? How does a small error in the alignment of the bar affect $E$?

**(f)** The bar is 1000 µm long and 20 µm square, and carries 100 MPa. Find its extension for the three directions. How does the modulus change if the strain across the width is held at zero, as in the middle of a strip much wider than the distance between its clamps?

**(g)** Estimate the main effects that the calculation leaves out, and say how many digits of the moduli deserve trust.

## Model answers

### (a) Three independent parts

Let $\varepsilon_{ij}$ be the tensor strain, whose shear components are half the engineering shear angles. In the cube axes,

$$\sigma_{11}=C_{11}\varepsilon_{11}+C_{12}(\varepsilon_{22}+\varepsilon_{33}),$$

with two similar equations for $\sigma_{22}$ and $\sigma_{33}$, and

$$\sigma_{ij}=2C_{44}\varepsilon_{ij}\qquad(i\neq j).$$

The factor 2 is there because $C_{44}$ multiplies the engineering shear.

Write $\operatorname{tr}\varepsilon=\varepsilon_{11}+\varepsilon_{22}+\varepsilon_{33}$. Each normal strain appears once with $C_{11}$ and twice with $C_{12}$ in the three normal equations, so their sum is

$$\operatorname{tr}\sigma=H\operatorname{tr}\varepsilon,\qquad H=C_{11}+2C_{12}.$$

Under a pressure $p$, $\operatorname{tr}\sigma=-3p$, so $H$ is three times the bulk modulus.

The first normal equation can also be written

$$\sigma_{11}=(C_{11}-C_{12})\varepsilon_{11}+C_{12}\operatorname{tr}\varepsilon .$$

The mean of the three normal stresses is $(C_{11}-C_{12})\operatorname{tr}\varepsilon/3+C_{12}\operatorname{tr}\varepsilon$. Subtracting it removes the $C_{12}$ term:

$$\sigma_{ii}-\tfrac13\operatorname{tr}\sigma=2C'\left(\varepsilon_{ii}-\tfrac13\operatorname{tr}\varepsilon\right),\qquad C'=\tfrac12(C_{11}-C_{12}).$$

No sum over $i$ is implied. The three parts are a change of volume, governed by $H$; unequal stretches along the cube axes at fixed volume, governed by $C'$; and shears of the cube axes, governed by $C_{44}$.

With $e_i=\varepsilon_{ii}-\operatorname{tr}\varepsilon/3$, the energy density $\frac12\sum_{ij}\sigma_{ij}\varepsilon_{ij}$ is

$$w=\tfrac16H(\operatorname{tr}\varepsilon)^2+C'\sum_i e_i^2+2C_{44}(\varepsilon_{12}^2+\varepsilon_{23}^2+\varepsilon_{31}^2).$$

There is no cross term between the first two parts, because $\sum_i e_i=0$. Each part can be varied alone, so $w$ is positive for every nonzero strain if and only if $H>0$, $C'>0$ and $C_{44}>0$. Here $H=293.5$ GPa and $C'=50.9$ GPa, so the crystal is stable.

### (b) The modulus in any direction

The stress in the bar is $\sigma_{ij}=\sigma n_in_j$. On a side face with normal $\mathbf m$ the traction is $\sigma\mathbf n(\mathbf n\cdot\mathbf m)$, which vanishes because $\mathbf m$ is perpendicular to $\mathbf n$. The sides are therefore free, as required.

Since $\sum_in_i^2=1$, the trace of this stress is $\sigma$. The results of part (a) then give the strains directly:

$$\varepsilon_{ii}=\sigma\left[\frac{1}{3H}+\frac{n_i^2-\frac13}{2C'}\right],\qquad
\varepsilon_{ij}=\frac{\sigma n_in_j}{2C_{44}}\quad(i\neq j).$$

Young's modulus is the axial stress divided by the axial strain $\sum_{ij}n_i\varepsilon_{ij}n_j$. Hence

$$\frac1E=\frac1{3H}+\frac{\sum_in_i^4-\frac13}{2C'}+\frac{\sum_{i\neq j}n_i^2n_j^2}{2C_{44}}.$$

Define

$$J=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2.$$

The sum over $i\neq j$ counts each pair twice and equals $2J$. Squaring $\sum_in_i^2=1$ gives $\sum_in_i^4+2J=1$, so $\sum_in_i^4-\frac13=\frac23-2J=\frac23(1-3J)$. Therefore

$$\boxed{\frac1{E(\mathbf n)}=\frac1{3(C_{11}+2C_{12})}+\frac{1-3J}{3C'}+\frac{J}{C_{44}}}$$

The three compliances add because the same stress drives all three kinds of deformation. The direction decides how the load is shared between $C'$ and $C_{44}$.

Two limits help in reading the formula. If $C'=C_{44}=\mu$, then $J$ cancels and $1/E=1/(3H)+1/(3\mu)$, the isotropic result. If instead $C'\to0$ with the other two constants fixed, $E\to0$ in every direction except the $\langle111\rangle$ family, where $1-3J=0$.

### (c) The three directions

For [100], $\mathbf n=(1,0,0)$ and $J=0$. For [110], $n_1^2=n_2^2=\frac12$ and $J=\frac14$. For [111], each $n_i^2=\frac13$ and $J=3\times\frac19=\frac13$.

The volume term is the same for all three:

$$\frac1{3\times293.5\ \text{GPa}}=1.1357\ \text{TPa}^{-1}.$$

The other terms follow from $C'=50.9$ GPa and $C_{44}=79.6$ GPa. In TPa$^{-1}$,

$$\frac1{E_{100}}=1.1357+6.5488=7.6845,$$

$$\frac1{E_{110}}=1.1357+1.6372+3.1407=5.9136,$$

$$\frac1{E_{111}}=1.1357+4.1876=5.3233.$$

The reciprocals are

$$E_{100}=130.1\ \text{GPa},\qquad E_{110}=169.1\ \text{GPa},\qquad E_{111}=187.9\ \text{GPa}.$$

To the nearest GPa these are 130, 169 and 188 GPa.

For the closed forms, put $2C'=C_{11}-C_{12}$. Along [100],

$$\frac1{E_{100}}=\frac1{3H}+\frac2{3(C_{11}-C_{12})}
=\frac{(C_{11}-C_{12})+2(C_{11}+2C_{12})}{3H(C_{11}-C_{12})}.$$

The numerator is $3(C_{11}+C_{12})$, so

$$E_{100}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}}.$$

Along [110] the first two terms are

$$\frac1{3H}+\frac1{6(C_{11}-C_{12})}=\frac{2(C_{11}-C_{12})+(C_{11}+2C_{12})}{6H(C_{11}-C_{12})},$$

with numerator $3C_{11}$. Thus

$$\frac1{E_{110}}=\frac{C_{11}}{2(C_{11}-C_{12})(C_{11}+2C_{12})}+\frac1{4C_{44}}.$$

Along [111] the $C'$ term vanishes, and

$$\frac1{E_{111}}=\frac13\left[\frac1{C_{11}+2C_{12}}+\frac1{C_{44}}\right].$$

A pull along a cube axis does not involve $C_{44}$, because it produces no shear of the cube axes. A pull along a body diagonal loads the three cube axes equally, so it does not involve $C'$.

### (d) Least and greatest values

The direction enters through $J$ alone, and $1/E$ is linear in $J$ with slope

$$\frac{d(1/E)}{dJ}=\frac1{C_{44}}-\frac1{C'}.$$

As a sum of nonnegative products, $J$ is at least zero, and it is zero only along a cube axis. For the upper limit, expand

$$\sum_i\left(n_i^2-\tfrac13\right)^2=\sum_in_i^4-\tfrac23+\tfrac13=\tfrac23-2J\geq0.$$

Thus $J\leq\frac13$, with equality only when all three $n_i^2$ are equal, that is, along a body diagonal.

In silicon $C_{44}/C'=1.564$. The slope is negative, so $E$ rises with $J$. The least modulus is along $\langle100\rangle$ and the greatest along $\langle111\rangle$; their ratio is 1.444. The order would reverse in a crystal with $C_{44}<C'$, and for $C_{44}=C'$ all directions would be equal.

The ratio of the moduli is smaller than $C_{44}/C'$ because both directions share the volume term. If that term were negligible ($H\to\infty$ at fixed $C'$ and $C_{44}$), then $E_{100}\to3C'$ and $E_{111}\to3C_{44}$, and the two ratios would coincide.

### (e) Shear and alignment

Multiply the strain tensor by $\mathbf n$. Using $\sum_{j\neq i}n_j^2=1-n_i^2$, component $i$ is

$$(\varepsilon\mathbf n)_i=\sigma n_i\left[\frac1{3H}+\frac{n_i^2-\frac13}{2C'}+\frac{1-n_i^2}{2C_{44}}\right].$$

The part of the bracket that depends on $i$ is $\kappa n_i^2$, where

$$\kappa=\frac1{2C'}-\frac1{2C_{44}}.$$

There is no shear between the axis and the cross-section when $\varepsilon\mathbf n$ is parallel to $\mathbf n$. The bracket must then be the same for every nonzero $n_i$. For $\kappa\neq0$, this means that all nonzero $n_i^2$ are equal, which singles out the families $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$. The condition concerns only shear between the axis and the cross-section. A [110] bar contracts unequally along $[\bar110]$ and [001], so its square section keeps its right angles only if its sides lie along those two directions.

In any other direction a free bar shears as it stretches. The component of $\varepsilon\mathbf n$ perpendicular to $\mathbf n$ has magnitude

$$\sigma|\kappa|\sqrt{\sum_in_i^6-\Big(\sum_in_i^4\Big)^2}.$$

For [210], $n_1^2=0.8$ and $n_2^2=0.2$. The root is $\sqrt{0.52-0.68^2}=0.24$. At 100 MPa the tensor shear strain is then

$$0.1\ \text{GPa}\times0.24\left(\frac1{101.8}-\frac1{159.2}\right)\text{GPa}^{-1}=85\times10^{-6}.$$

If the grips prevent this shear, the stress is no longer purely uniaxial and the formula for $E$ does not strictly apply.

The same condition controls alignment. Since $J=(1-\sum_in_i^4)/2$, the direction-dependent part of $1/E$ is $\kappa\sum_in_i^4$. Tilt the axis by a small angle $\theta$ towards a perpendicular unit vector $\mathbf t$. To first order, $\sum_in_i^4$ changes by $4\theta\sum_in_i^3t_i$. This vanishes for every $\mathbf t$ when the vector with components $n_i^3$ is parallel to $\mathbf n$, again the condition that all nonzero $n_i^2$ are equal. Along the three families, therefore, the error in $E$ begins at order $\theta^2$.

For a tilt of 2 degrees, a numerical scan over the directions of tilt gives largest changes of 0.11 % for [100], 0.15 % for [110] and 0.11 % for [111], each relative to the aligned modulus.

### (f) Extension, and a bar with its width held

The strain is $\sigma/E$. Along [100],

$$\varepsilon=\frac{0.1\ \text{GPa}}{130.13\ \text{GPa}}=768.5\times10^{-6},$$

so a length of 1000 µm grows by 0.768 µm. For [110] and [111] the extensions are 0.591 µm and 0.532 µm. The stress and the length are the same in all three cases.

Now hold the strain at zero along a unit vector $\mathbf w$ across the width. In the free bar, the strain along $\mathbf w$ per unit axial stress is

$$b=\sum_{ij}w_iw_j\frac{\varepsilon_{ij}}{\sigma}=\frac1{3H}-\frac1{6C'}+\kappa\sum_iw_i^2n_i^2.$$

To obtain this, insert the strains of part (b) and use $\mathbf w\cdot\mathbf n=0$, which gives $\sum_{i\neq j}w_in_iw_jn_j=-\sum_iw_i^2n_i^2$. The contraction ratio is $\nu=-bE(\mathbf n)$.

Take $\mathbf w$ along [010] for the [100] bar, and along $[\bar110]$ for the other two. The sum $\sum_iw_i^2n_i^2$ is then $0$, $\frac12$ and $\frac13$. With compliances in TPa$^{-1}$,

$$\nu_{100}=\frac{6.5488/2-1.1357}{7.6845}=0.278,$$

$$\nu_{110}=\frac{3.1407-1.6372-1.1357}{5.9136}=0.062,$$

$$\nu_{111}=\frac{4.1876/2-1.1357}{5.3233}=0.180.$$

Holding the width requires a stress $\sigma_w$ along $\mathbf w$ with

$$b\sigma+\frac{\sigma_w}{E(\mathbf w)}=0,\qquad\text{so}\qquad\sigma_w=-bE(\mathbf w)\sigma.$$

The expression for $b$ is unchanged when $\mathbf n$ and $\mathbf w$ are exchanged, so $\sigma_w$ adds $b\sigma_w$ to the axial strain. The total axial strain per unit $\sigma$ is $1/E(\mathbf n)-b^2E(\mathbf w)$, and the modulus becomes

$$E_{\text{held}}=\frac{E(\mathbf n)}{1-\nu^2E(\mathbf w)/E(\mathbf n)}.$$

For [100] and [110], $\mathbf w$ belongs to the same family as $\mathbf n$, and the two moduli in the denominator are equal. For [111], $E(\mathbf w)=E_{110}$. The results are 141.1, 169.8 and 193.5 GPa, which exceed the free-sided values by 8.4 %, 0.4 % and 3.0 %. The [110] bar hardly responds because it contracts very little along $[\bar110]$. With its width along [001] instead, holding the width would stiffen it by about 11 %.

### (g) What has been left out

The stiffnesses are typical of lightly doped silicon near room temperature, and the bar has the scale of a micromachined part. On a (001) wafer, both the [100] and the [110] bar can lie in the surface, so the modulus must be chosen to suit the layout. The thermal, nonlinear and strength parameters below are rough typical values.

**Rounding of the inputs.** Changing each stiffness by up to 0.05 GPa, in the worst combination, moves any of the three moduli by at most about 0.11 GPa.

**Clamped ends.** Suppose a clamp restrains the bar over about one width at each end. This is a fraction $2\times20/1000=4$ % of the length. If the strain across one width is held there, the [100] bar is stiffer by about $4\,\%\times8.4\,\%=0.34$ %. A clamp that grips all four sides holds both lateral strains. Then $\sigma_{11}=C_{11}\varepsilon_{11}$, the local modulus is 165.7 GPa, and the estimate grows to about 1 %. These figures give the size of the effect only, and for a bar held just at its end faces they are too large.

**Elastic anchors.** Real clamps are not rigid. If each anchor is a silicon block much larger than the bar in all directions, it adds roughly the stretch of a further 0.6 to 1 width of bar when the bar meets the middle of a face of the block, the larger values belonging to the stiffer directions. When the top of the bar is flush with the top of the block, as on a wafer, the figure rises to about 1 width for [100] and 1.3 widths for [110]. The extension measured between the anchors then grows by about 2 to 5 %, and the bar appears softer by that much. A pad no thicker than the bar and free underneath gives way more, by an amount that depends on its size and on where it is held. The extensions in part (f) are those of the bar alone.

**Temperature.** With a coefficient of about $-60$ ppm/K, warming by 50 K lowers $E$ by about 0.3 %.

**Speed of loading.** Let $\alpha$ be the thermal expansion and $c$ the heat capacity per volume at constant stress. The entropy per volume changes by $c\,dT/T+\alpha\,d\sigma$; the second coefficient is $\alpha$ because strain and entropy are both derivatives of the same free energy. A pull too fast for heat to flow keeps the entropy fixed, so the temperature falls by

$$\frac{\alpha T\sigma}{c}=\frac{(2.6\times10^{-6}\ \text{K}^{-1})(300\ \text{K})(10^8\ \text{Pa})}{1.6\times10^6\ \text{J m}^{-3}\text{K}^{-1}}=0.049\ \text{K}.$$

The accompanying thermal contraction makes the bar appear stiffer by at most 0.024 % among the three directions. The difference between static and vibrating bars is negligible here.

**Nonlinearity and fracture.** The relative change of $E$ per unit strain depends on the direction, in sign as well as in size. Taking 3 as a rough size, a strain of $768.5\times10^{-6}$ alters $E$ by about 0.23 %, which gives the order of magnitude only. The stress is one tenth of a rough strength of 1000 MPa, but the strength of a real part depends on its surface flaws, and a badly finished edge reduces the margin.

For the slender bar itself, the effects estimated here stay within about 1 % of $E$. At most three digits therefore deserve trust, as in 130, 169 and 188 GPa, and the third may be off by one or two; further digits describe only the chosen stiffnesses. This holds for lightly doped silicon; heavy n-type doping, near $2\times10^{19}$ cm$^{-3}$, changes the stiffnesses themselves and lowers $E_{100}$ by about 2 %. A modulus inferred from the displacement of the anchors can be several per cent too low unless their own deformation is subtracted. In a [100] strip much wider than the distance between its clamps, the clamps prevent contraction across most of the width. The free-sided assumption then fails, and the 8 % correction of part (f) must be included. It is approached gradually, reaching about 7 % when the width is five times the distance between the clamps, and it assumes that this distance is still large compared with the thickness. A long strip, even one much wider than it is thick, still contracts freely away from its clamps and needs no such correction.
